# Why nearly parallel bands along Λ give the strong E1 structure

**Question.** In a tetrahedral semiconductor whose lowest direct gap $E_0$ lies at $\Gamma$, well below the gap at L, the direct absorption spectrum starts weakly at $E_0$. At higher photon energy it rises steeply to the structure called $E_1$, which comes from transitions along the $\Lambda$ lines between $\Gamma$ and the L points. Why is $E_1$ so much stronger than the onset at $E_0$, and is it the strongest structure of the spectrum?

**The mechanism**

Light connects a valence and a conduction state at the same wave vector. Absorption at energy $E$ therefore depends on how many points $\mathbf k$ have the transition energy $E_{cv}(\mathbf k)=E_c(\mathbf k)-E_v(\mathbf k)$ equal to $E$. Near an ordinary minimum these points form a small closed surface. If the two bands run nearly parallel along a line, $E_{cv}$ hardly changes along it, and the surface becomes a long tube around the line. All cross-sections of the tube start to absorb at nearly the same energy.

Each cross-section is a two-dimensional problem, and a two-dimensional minimum has a density of states that starts with a step. Parallel bands align the steps of all cross-sections.

**From the mechanism to the density of states**

I treat independent electrons without spin-orbit coupling or lifetime broadening. The algebra is in atomic units. Let $k_l$ be the wave-vector component along $\Lambda$, measured from L, and $k_t$ the distance from the line. For one valence and one conduction band, take

$$E_{cv}=E_1+\frac{k_t^2}{2\mu_t}+s\,\frac{k_l^2}{2\mu_l},\qquad |k_l|\le K .$$

Here $\mu_t$ and $\mu_l$ are positive reduced masses. The sign $s=+1$ describes a minimum at L, and $s=-1$ a saddle. Nearly parallel bands mean a large $\mu_l$. There are eight half-lines from $\Gamma$ to L. Opposite L points are equivalent, so the half-lines join into $N=4$ full lines of length $2K$.

The joint density of states per volume, with a factor 2 for spin, is

$$J(E)=N\,\frac{2}{(2\pi)^3}\int d^3k\;\delta(E-E_{cv}).$$

At fixed $k_l$ put $\varepsilon=k_t^2/2\mu_t$. Then $d^2k_t=2\pi k_t\,dk_t=2\pi\mu_t\,d\varepsilon$, and the transverse integral is

$$2\pi\mu_t\int_0^\infty d\varepsilon\;\delta\!\left(E-E_1-s\frac{k_l^2}{2\mu_l}-\varepsilon\right).$$

This equals $2\pi\mu_t$ if $E>E_1+s\,k_l^2/2\mu_l$, and zero otherwise. What remains is the length $\ell(E)$ of line that is already open:

$$J(E)=N\,\frac{2}{8\pi^3}\,2\pi\mu_t\,\ell(E)=\frac{N\mu_t}{2\pi^2}\,\ell(E).$$

When the whole line is open, $\ell=2K$, and $J$ has the plateau value

$$C=\frac{N\mu_tK}{\pi^2}.$$

Define $W=K^2/2\mu_l$, the change of transition energy from L to the end of the line.

- For $s=+1$ the open part obeys $k_l^2<2\mu_l(E-E_1)$. Hence $J=C\sqrt{(E-E_1)/W}$ for $0<E-E_1<W$, and $J=C$ above.
- For $s=-1$ and $E<E_1$ the open part obeys $k_l^2>2\mu_l(E_1-E)$, so $\ell=2K-2\sqrt{2\mu_l(E_1-E)}$. Hence $J=C\left[1-\sqrt{(E_1-E)/W}\right]$ for $E_1-W<E<E_1$, and $J=C$ above.

The plateau does not contain $\mu_l$. Parallelism does not raise the plateau; it compresses the rise into the width $W$. For $\mu_l\to\infty$ both signs give the same two-dimensional step.

An isotropic minimum at $\Gamma$ behaves differently. With reduced mass $\mu_0$, the surface at energy $E$ is a sphere of radius $k_0=\sqrt{2\mu_0(E-E_0)}$. Since $dk_0/dE=\mu_0/k_0$,

$$J_0=\frac{2}{8\pi^3}\,4\pi k_0^2\,\frac{\mu_0}{k_0}=\frac{\mu_0k_0}{\pi^2},\qquad \frac{C}{J_0}=\frac{N\mu_tK}{\mu_0k_0}.$$

The long lines are compared with a small radius. Take $K=0.80$ Å$^{-1}$ and, to isolate geometry, $\mu_0=\mu_t=0.10$. At 0.10 eV above $E_0$ the radius is $k_0=0.0512$ Å$^{-1}$, so the ratio is $4\times0.80/0.0512\approx62$. A smaller $\mu_0$ would increase it further.

**From the density of states to absorption**

Let the light enter through the perturbation $a_0\cos(\omega t)\,\mathbf e\cdot\mathbf p$, with unit polarization vector $\mathbf e$. Its absorbing part has amplitude $a_0/2$. The golden rule gives the absorbed power per volume

$$\omega\cdot2\pi\,\frac{a_0^2}{4}\,S,\qquad S=\sum_{cv}\frac{2}{(2\pi)^3}\int d^3k\,|\mathbf e\cdot\mathbf p_{cv}|^2\,\delta(\omega-E_{cv}).$$

The electric field has amplitude $\omega a_0$. A medium with imaginary dielectric function $\varepsilon_2$ dissipates $\omega\varepsilon_2(\omega a_0)^2/8\pi$. Equating the two powers gives

$$\varepsilon_2(\omega)=\frac{4\pi^2}{\omega^2}\,S .$$

For a constant matrix element, $\varepsilon_2\propto J(E)/E^2$. A step divided by $E^2$ is a peak with a steep low-energy side and a slow decline.

The effect of parallelism can now be isolated by changing $\mu_l$ alone. For $s=+1$ and $u=E-E_1<W$, the quantity to maximize is $\sqrt{u}/(E_1+u)^2$. Its logarithmic derivative vanishes when

$$\frac{1}{2u}=\frac{2}{E_1+u},\qquad\text{so}\qquad u=\frac{E_1}{3}.$$

If $W>E_1/3$, the maximum lies there. Relative to the ideal value $C/E_1^2$ its height is

$$\sqrt{\frac{E_1}{3W}}\left(\frac{E_1}{4E_1/3}\right)^2=\frac{9}{16}\sqrt{\frac{E_1}{3W}} .$$

If $W\le E_1/3$, $J/E^2$ rises until the line is fully open at $u=W$ and then falls. The relative height is $(1+W/E_1)^{-2}$.

Take $E_1=2.00$ eV and $K=0.80$ Å$^{-1}$. For $\mu_l=20$, $W=0.122$ eV and the relative height is $(1+0.061)^{-2}=0.89$. For $\mu_l=1$, $W=2.44$ eV and the height falls to 0.29. For $\mu_l=0.1$ it is 0.09, and in both cases the maximum has moved from 2.12 eV to $4E_1/3=2.67$ eV. For a minimum at L, with the same transverse mass and line length, the maximum is thus displaced and weaker when the bands are less parallel: about threefold for $\mu_l=1$ and about tenfold for $\mu_l=0.1$, relative to $\mu_l=20$. A saddle behaves differently: $J$ reaches $C$ at $E_1$ for every $\mu_l$ with $W<E_1$ (for larger $W$ the transition energy of the model turns negative at the end of the line), so the value at $E_1$ stays $C/E_1^2$, and less parallel bands spread the rise over a wider range below $E_1$.

The real part of the dielectric function responds more sharply than the step. In the flat limit let $\varepsilon_2=A/x^2$ for $x>E_1$. The Kramers-Kronig relation gives

$$\varepsilon_1(\omega)-1=\frac{2A}{\pi}\,\mathrm P\!\int_{E_1}^{\infty}\frac{dx}{x(x^2-\omega^2)} .$$

The integrand has the antiderivative $(1/2\omega^2)\ln|1-\omega^2/x^2|$, which vanishes at infinity. Therefore

$$\varepsilon_1(\omega)-1=-\frac{A}{\pi\omega^2}\ln\left|1-\frac{\omega^2}{E_1^2}\right| ,$$

which diverges logarithmically at $E_1$, while $\varepsilon_2$ stays finite. The divergence belongs to the exactly flat line. For finite $W$ the logarithm is averaged over the line and the maximum is finite, about $1.3\,A/E_1^2$ for $E_1=2.00$ eV and $W=0.122$ eV.

**The threshold strength**

The transverse mass and the matrix element are related. Along $\Lambda$ the upper valence level is a doublet. Its two states couple to the conduction state through $p_x$ and $p_y$, the transverse momentum components, with the same element $P$. I keep these couplings and drop all others. The free-electron energy $k_t^2/2$ is common to all three states and cancels in differences.

For $\mathbf k_t$ along $x$, one valence state mixes with the conduction state and the other stays at zero energy. The mixed levels are

$$E_\pm=\frac{E_1}{2}\pm\sqrt{\frac{E_1^2}{4}+P^2k_t^2}.$$

The two transition energies, expanded for small $k_t$, are

$$E_+-E_-\approx E_1+\frac{2P^2k_t^2}{E_1},\qquad E_+-0\approx E_1+\frac{P^2k_t^2}{E_1}.$$

Comparison with $E_1+k_t^2/2\mu_t$ gives $1/\mu_t=4P^2/E_1$ and $1/\mu_t=2P^2/E_1$. Rotation about the line leaves this model unchanged, so the masses hold for every transverse direction.

A cubic crystal has an isotropic $\varepsilon_2$, so $|\mathbf e\cdot\mathbf p_{cv}|^2$ may be averaged over three perpendicular polarizations. At threshold this gives $P^2/3$ for each pair. With both plateaus added,

$$\varepsilon_2(E_1)=\frac{4\pi^2}{E_1^2}\,\frac{P^2}{3}\,\frac{NK}{\pi^2}\left(\frac{E_1}{4P^2}+\frac{E_1}{2P^2}\right)=\frac{NK}{E_1}.$$

$P$ has cancelled: the squared matrix element grows as $P^2$, and the transverse masses fall as $1/P^2$. In this model the length of the flat line and its energy set the threshold strength. For $K=0.80$ Å$^{-1}$ and $E_1=2.00$ eV, which are 0.423 and 0.0735 in atomic units, the value is $4\times0.423/0.0735\approx23$.

**The numbers for a whole band structure**

A model crystal shows whether bands behave this way. It has the diamond lattice with $a=5.6$ Å and a local pseudopotential. The form factors are $-3.0$, 0.15 and 0.8 eV for reciprocal vectors of squared length 3, 8 and 11 in units of $(2\pi/a)^2$. They represent no named material. The bands follow from diagonalization in plane waves.

The gap is 1.28 eV at $\Gamma$, 2.14 eV at one fifth of the way to L, 2.21 eV at three tenths, 2.09 eV halfway and 1.92 eV at L. On the outer half of the line it varies by 0.17 eV. Over an equally long path from L towards W, perpendicular to the line, it rises by 3.86 eV; towards K or U, also perpendicular to the line, it rises by 1.76 eV.

Second differences at L give transverse reduced masses of 0.074 and 0.042. The longitudinal inverse mass is $+0.185$, so $\mu_l\approx5.4$, and L is a minimum in this crystal. The gap has its longitudinal maximum further in, so one parabola does not describe the full line.

The spectrum was summed over 2030 wave vectors in the irreducible part of the zone, with linear extrapolation of the energies inside each mesh cell. Between 2.09 and 2.39 eV the mean $\varepsilon_2$ is 18.1. Between 1.52 and 1.82 eV, below the flat part of the line, it is about 1.0. Tubes of radius 0.224 Å$^{-1}$ around the $\Lambda$ lines fill about 18% of the zone and supply, to three digits, all of $\varepsilon_2$ in the upper window. The tubes meet at $\Gamma$, so this share also contains the continuation of the $E_0$ absorption; the inner fifth of the lines supplies about a tenth of it.

With the full length $K=0.972$ Å$^{-1}$, or 0.514 in atomic units, the plateau formula gives

$$J=\frac{4\times0.514}{\pi^2}(0.074+0.042)\approx0.024\ \text{a.u.},$$

or 0.0060 eV$^{-1}$ Å$^{-3}$. The full calculation gives 0.0067 in the upper window, 12% more than the plateau value. The parts of the line do not contribute evenly: the outer half supplies between a quarter and a third more than its share of the plateau, and the inner fifth about a third less. The closeness also depends on the window: the section from about 0.2 to 0.45 of the way from $\Gamma$ to L opens only inside it (between 0.2 and 0.6 of the way the lowest gap of a cross-section lies slightly off the line, about 0.02 eV below the value on it, and this lowering shrinks towards L), and the full density of states does not stay flat, rising from 0.0066 eV$^{-1}$ Å$^{-3}$ at 2.2 eV to 0.0093 at 2.8 eV.

The threshold formula gives $NK/E_1=29$, well above 18.1. The difference can be traced in four factors:

- The inverse masses exceed $2P^2/E_1$ and $4P^2/E_1$ by factors of 1.23 and 1.08. This reduces the summed masses by $(0.50/1.23+0.25/1.08)/0.75\approx0.85$.
- The full density of states exceeds the plateau by 1.12.
- The window is centred at 2.24 eV instead of 1.92 eV, which gives $(1.92/2.24)^2\approx0.73$.
- The remaining factor, about 0.89, is not computed separately but obtained as the remainder $0.62/(0.85\times1.12\times0.73)$. Since $\varepsilon_2=4\pi^2J\langle|\mathbf e\cdot\mathbf p_{cv}|^2\rangle/E^2$, it measures the mean squared momentum element in the window relative to its value at L.

Averaged over intervals of 0.2 eV, $\varepsilon_2$ rises from 1.2 at 1.8 eV to 18.5 at 2.2 eV and falls to 13.5 at 2.8 eV. This is the $E_1$ peak. The largest of these averages between 1.4 and 5.0 eV, 49.5, belongs to the interval centred at 3.6 eV, and the next interval gives 44.4. The peak lies near their common edge: a 0.2 eV interval centred at 3.7 eV gives about 58. The interval averages shift by up to about 5% when the sampling of the zone and the plane-wave basis are changed, so their last digit is not significant. In this crystal $E_1$ therefore dominates the onset, but a higher structure is taller.

The calculation leaves out spin-orbit coupling, which splits $E_1$ into two steps, as well as nonlocal potentials, local fields and the attraction between electron and hole. It explains the one-electron strength of $E_1$, and it does not predict a measured line shape.
